**Thickness loss of a laterally clamped, shrinking resist film**

An isotropic elastic film bonded to a rigid substrate and free on top has thickness strain \(-e(1+\nu)/(1-\nu)\), where \(e\) is the small free linear shrinkage and \(\nu\) is Poisson's ratio. The program asserts this result, together with the stress, stored energy and elastic dilation, against energy minimization with the full stiffness matrix for six values of \(\nu\). A finite-element film held only at its base must reach the same thickness factor far from its free edges, and a tall free-sided wall must give \(1+\nu\). Further assertions cover the small-strain limit of a neo-Hookean solid and the time-integrated relaxation of shear stress towards a loss of \(3e\). For a 100 nm film with \(e=0.01\) and \(\nu=0.35\), the output shows a loss of 2.08 nm, against 1.00 nm for a free piece. Complete shear relaxation raises the loss to 3.00 nm, while a 50 nm stripe embedded in unexposed resist loses 1.05 nm at its centre. The material inputs are rough values for a glassy copolymer resist on silicon.

## Numerical check

```python
"""
Result under test: an isotropic elastic film, bonded to a rigid substrate and
free on top, has thickness strain -e*(1+nu)/(1-nu) when its stress-free size
shrinks by the small fraction e in every direction.

Symbols: e = free linear shrinkage, nu = Poisson's ratio, E = Young's modulus,
K = bulk modulus, G = shear modulus, h = film thickness before shrinkage.
Strains refer to the bonded film before shrinkage; tension is positive.
Material inputs are rough values for a glassy copolymer resist on silicon.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def thickness_factor(nu):
    """Derived ratio of clamped thickness strain to free linear shrinkage."""
    return (1 + nu) / (1 - nu)


def minimize_energy(young, nu, shrink, inplane=0.0):
    """Minimize elastic energy at fixed in-plane total strain.

    Strain order: xx, yy, zz, yz, xz, xy, with engineering shears.
    Returns total strain, stress and elastic energy density.
    """
    compliance = np.zeros((6, 6))
    compliance[:3, :3] = -nu / young
    compliance[range(3), range(3)] = 1 / young
    compliance[range(3, 6), range(3, 6)] = 2 * (1 + nu) / young
    stiffness = np.linalg.inv(compliance)
    stress_free = np.array([-shrink] * 3 + [0.0] * 3)
    total = np.array([inplane, inplane, 0.0, 0.0, 0.0, 0.0])
    free = [2, 3, 4]
    residual = stiffness @ (total - stress_free)
    total[free] = np.linalg.solve(stiffness[np.ix_(free, free)],
                                  -residual[free])
    elastic = total - stress_free
    stress = stiffness @ elastic
    return total, stress, 0.5 * elastic @ stress


def finite_element_film(n_z, column_shrink, nu, free_side):
    """Plane-strain half film of unit thickness, held at its base.

    x=0 is a mirror plane; the far side is free or another mirror plane.
    Square bilinear cells; returns nodal displacements [x, z, component].
    """
    n_x = len(column_shrink)
    size = 1.0 / n_z
    lame = nu / ((1 + nu) * (1 - 2 * nu))
    shear = 1 / (2 * (1 + nu))
    hooke = np.array([[lame + 2 * shear, lame, 0],
                      [lame, lame + 2 * shear, 0],
                      [0, 0, shear]])
    cell_matrix = np.zeros((8, 8))
    cell_load = np.zeros(8)
    gauss = [0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)]
    for s in gauss:
        for t in gauss:
            grad_x = np.array([-(1 - t), 1 - t, t, -t]) / size
            grad_z = np.array([-(1 - s), -s, s, 1 - s]) / size
            b = np.zeros((3, 8))
            b[0, 0::2] = grad_x
            b[1, 1::2] = grad_z
            b[2, 0::2] = grad_z
            b[2, 1::2] = grad_x
            weight = size**2 / 4
            cell_matrix += b.T @ hooke @ b * weight
            cell_load += b.T @ np.array([1.0, 1.0, 0.0]) * weight
    rows_z = n_z + 1
    i, j = np.meshgrid(np.arange(n_x), np.arange(n_z), indexing="ij")
    i, j = i.ravel(), j.ravel()
    corners = np.stack([i * rows_z + j, (i + 1) * rows_z + j,
                        (i + 1) * rows_z + j + 1, i * rows_z + j + 1], axis=1)
    dofs = np.stack([2 * corners, 2 * corners + 1], axis=2).reshape(-1, 8)
    n_dof = 2 * (n_x + 1) * rows_z
    matrix = coo_matrix((np.tile(cell_matrix.ravel(), len(dofs)),
                         (np.repeat(dofs, 8, axis=1).ravel(),
                          np.tile(dofs, (1, 8)).ravel())),
                        shape=(n_dof, n_dof)).tocsr()
    force = np.zeros(n_dof)
    shrink_stress = (3 * lame + 2 * shear) * np.asarray(column_shrink)[i]
    np.add.at(force, dofs, -np.outer(shrink_stress, cell_load))
    fixed = np.zeros((n_x + 1, rows_z, 2), dtype=bool)
    fixed[:, 0, :] = True
    fixed[0, :, 0] = True
    if not free_side:
        fixed[-1, :, 0] = True
    active = np.flatnonzero(~fixed.ravel())
    displacement = np.zeros(n_dof)
    displacement[active] = spsolve(matrix[active][:, active].tocsc(),
                                   force[active])
    return displacement.reshape(n_x + 1, rows_z, 2)


def stripe_center_loss(width_over_h, nu, n_z):
    """Center thickness strain per e of a stripe in unexposed resist."""
    n_exposed = round(width_over_h * n_z / 2)
    columns = np.r_[np.ones(n_exposed), np.zeros(6 * n_z)]
    return -finite_element_film(n_z, columns, nu, False)[0, -1, 1]


def neo_hookean_stretch(nu, shrink):
    """Finite thickness stretch for zero normal stress, zero lateral motion."""
    shear = 1 / (2 * (1 + nu))
    lame = nu / ((1 + nu) * (1 - 2 * nu))
    growth = 1 / (1 - shrink)

    def normal_stress(stretch):
        return (shear * ((growth * stretch)**2 - 1)
                + lame * np.log(growth**3 * stretch))
    return brentq(normal_stress, 0.5, 1.2, xtol=1e-14, rtol=1e-14)


# Rough example inputs
h_nm = 100.0
young = 2.0e9
nu = 0.35
e = 0.01
yield_stress = 50e6
bulk = young / (3 * (1 - 2 * nu))
shear = young / (2 * (1 + nu))
p_modulus = bulk + 4 * shear / 3

# Energy minimization against the derived strain, stress, volume and energy
for test_nu in (-0.2, 0.0, 0.2, 0.35, 0.45, 0.49):
    strain, stress, energy = minimize_energy(young, test_nu, e)
    test_bulk = young / (3 * (1 - 2 * test_nu))
    test_shear = young / (2 * (1 + test_nu))
    assert np.isclose(strain[2], -e * thickness_factor(test_nu), rtol=1e-9)
    assert np.isclose(stress[0], young * e / (1 - test_nu), rtol=1e-9)
    assert np.isclose(energy, young * e**2 / (1 - test_nu), rtol=1e-9)
    dilation = strain[:3].sum() + 3 * e
    assert np.isclose(dilation, 2 * e * (1 - 2 * test_nu) / (1 - test_nu),
                      rtol=1e-8)
    assert np.isclose(dilation, stress[:3].sum() / (3 * test_bulk), rtol=1e-8)
    assert np.isclose(-strain[2], 3 * e * test_bulk
                      / (test_bulk + 4 * test_shear / 3), rtol=1e-9)
strain, stress, energy = minimize_energy(young, nu, e)

# A film held only at its base: clamping must emerge far from free edges
wide = finite_element_film(12, np.ones(120), nu, True)
wide_factor = -wide[0, -1, 1]
assert abs(wide_factor / thickness_factor(nu) - 1) < 1e-3

# A tall wall with free sides, held along its length by plane strain
wall = finite_element_film(80, np.ones(4), nu, True)
wall_factor = -(wall[0, 60, 1] - wall[0, 40, 1]) / (20 / 80)
assert abs(wall_factor / (1 + nu) - 1) < 1e-3

# Small-strain limit of a nonlinear material
tiny = 1e-5
assert abs((1 - neo_hookean_stretch(nu, tiny)) / tiny
           / thickness_factor(nu) - 1) < 1e-3
finite_loss = 1 - neo_hookean_stretch(nu, e)


# Deviatoric Maxwell relaxation with elastic volume response; time in tau
def relaxed_normal_strain(viscous_zz):
    def normal_stress(total_zz):
        return (bulk * (total_zz + 3 * e)
                + 2 * shear * (2 * total_zz / 3 - viscous_zz))
    at_zero = normal_stress(0.0)
    return -at_zero / (normal_stress(1.0) - at_zero)


def viscous_rate(_, state):
    return [2 * relaxed_normal_strain(state[0]) / 3 - state[0]]


times = np.array([0.0, 1.0, 3.0, 25.0])
history = solve_ivp(viscous_rate, (0, 25), [0.0], t_eval=times,
                    rtol=1e-9, atol=1e-13)
assert history.success
relaxing_loss = np.array([-relaxed_normal_strain(v) for v in history.y[0]])
predicted = 3 * e - (3 * e - e * thickness_factor(nu)) * np.exp(
    -bulk * times / p_modulus)
assert np.allclose(relaxing_loss, predicted, rtol=1e-6)
assert abs(relaxing_loss[-1] / (3 * e) - 1) < 1e-6

# Finite exposed stripe, with a mesh check on the narrowest one
stripe_widths = (50, 100, 200, 1000)
stripe_loss = [stripe_center_loss(w / h_nm, nu, 20) for w in stripe_widths]
fine_narrow = stripe_center_loss(stripe_widths[0] / h_nm, nu, 40)
mesh_change = abs(fine_narrow / stripe_loss[0] - 1)
assert mesh_change < 0.02
assert abs(stripe_loss[-1] / thickness_factor(nu) - 1) < 0.02

# Composition: volume follows mass when density is unchanged
mass_c, mass_h, mass_o = 12.011, 1.008, 15.999
hydroxystyrene = 8 * mass_c + 8 * mass_h + mass_o
butyl_acrylate = 7 * mass_c + 12 * mass_h + 2 * mass_o
isobutylene = 4 * mass_c + 8 * mass_h
protected_fraction = 0.20
mean_unit = ((1 - protected_fraction) * hydroxystyrene
             + protected_fraction * butyl_acrylate)
full_mass_loss = protected_fraction * isobutylene / mean_unit
extent = (1 - (1 - e)**3) / full_mass_loss
full_shrink = 1 - (1 - full_mass_loss)**(1 / 3)
full_stress = minimize_energy(young, nu, full_shrink)[1][0]
assert 0 < extent < 1

# Cooling: both film and substrate contract
film_expansion, silicon_expansion, cooling = 7e-5, 2.6e-6, 90.0
thermal_strain = minimize_energy(young, nu, film_expansion * cooling,
                                 -silicon_expansion * cooling)[0][2]

# Wafer surface strain: membrane part plus bending part
wafer_modulus, wafer_thickness = 180e9, 775e-6
line_force = stress[0] * h_nm * 1e-9
membrane = line_force / (wafer_modulus * wafer_thickness)
bending = ((line_force * wafer_thickness / 2) * (wafer_thickness / 2)
           / (wafer_modulus * wafer_thickness**3 / 12))
wafer_strain = membrane + bending
wafer_change = (minimize_energy(young, nu, e, -wafer_strain)[0][2]
                - strain[2]) * h_nm

print(f"film thickness h: {h_nm:.0f} nm")
print(f"Young's modulus E: {young/1e9:.1f} GPa")
print(f"Poisson's ratio nu: {nu:.2f}")
print(f"free linear shrinkage e: {100*e:.2f} %")
print(f"protected units: {100*protected_fraction:.0f} mol%")
print(f"mass loss at full deprotection: {100*full_mass_loss:.2f} %")
print(f"deprotected fraction giving e: {extent:.3f}")
print(f"bulk modulus K: {bulk/1e9:.3f} GPa")
print(f"shear modulus G: {shear/1e9:.3f} GPa")
print(f"thickness factor, energy minimum: {-strain[2]/e:.4f}")
print(f"thickness factor, formula: {thickness_factor(nu):.4f}")
print(f"thickness factor, finite elements: {wide_factor:.4f}")
print(f"free thickness loss: {e*h_nm:.3f} nm")
print(f"clamped thickness loss: {-strain[2]*h_nm:.3f} nm")
print(f"extra thickness loss: {(-strain[2]-e)*h_nm:.3f} nm")
print(f"clamped thickness strain: {100*strain[2]:.3f} %")
print(f"in-plane tensile stress: {stress[0]/1e6:.2f} MPa")
print(f"free volume loss, 3e: {300*e:.3f} %")
print(f"clamped volume loss: {-100*strain[:3].sum():.3f} %")
print(f"elastic dilation: {100*(strain[:3].sum()+3*e):.3f} %")
print(f"stored energy density: {energy/1e6:.4f} MJ/m3")
print(f"stored energy per area: {energy*h_nm*1e-6:.2f} mJ/m2")
print(f"finite-strain thickness loss: {finite_loss*h_nm:.3f} nm")
print(f"loss after one shear time tau: {relaxing_loss[1]*h_nm:.3f} nm")
print(f"loss after three tau: {relaxing_loss[2]*h_nm:.3f} nm")
print(f"fully shear-relaxed loss: {relaxing_loss[-1]*h_nm:.3f} nm")
print(f"thickness relaxation time: {p_modulus/bulk:.3f} tau")
print(f"rough yield stress: {yield_stress/1e6:.0f} MPa")
print(f"e at yield: {100*yield_stress*(1-nu)/young:.2f} %")
print(f"e at full deprotection: {100*full_shrink:.2f} %")
print(f"elastic stress at full deprotection: {full_stress/1e6:.1f} MPa")
for other_nu in (0.30, 0.40):
    other_loss = -minimize_energy(young, other_nu, e)[0][2] * h_nm
    print(f"clamped loss for nu={other_nu:.2f}: {other_loss:.3f} nm")
print(f"resist thermal expansion: {film_expansion*1e6:.0f} ppm/K")
print(f"silicon thermal expansion: {silicon_expansion*1e6:.1f} ppm/K")
print(f"cooling interval: {cooling:.0f} K")
print(f"thermal thickness loss: {-thermal_strain*h_nm:.3f} nm")
print(f"wafer thickness: {wafer_thickness*1e6:.0f} um")
print(f"wafer biaxial modulus: {wafer_modulus/1e9:.0f} GPa")
print(f"wafer surface contraction: {wafer_strain:.2e}")
print(f"thickness change from wafer strain: {wafer_change:.2e} nm")
print(f"tall free-sided wall factor: {wall_factor:.4f}")
for width, loss in zip(stripe_widths, stripe_loss):
    print(f"center loss, {width} nm stripe: {loss*e*h_nm:.2f} nm")
print(f"mesh change, narrowest stripe: {100*mesh_change:.2f} %")
print("tests ok")
```

Printed output:

```
film thickness h: 100 nm
Young's modulus E: 2.0 GPa
Poisson's ratio nu: 0.35
free linear shrinkage e: 1.00 %
protected units: 20 mol%
mass loss at full deprotection: 9.22 %
deprotected fraction giving e: 0.322
bulk modulus K: 2.222 GPa
shear modulus G: 0.741 GPa
thickness factor, energy minimum: 2.0769
thickness factor, formula: 2.0769
thickness factor, finite elements: 2.0768
free thickness loss: 1.000 nm
clamped thickness loss: 2.077 nm
extra thickness loss: 1.077 nm
clamped thickness strain: -2.077 %
in-plane tensile stress: 30.77 MPa
free volume loss, 3e: 3.000 %
clamped volume loss: 2.077 %
elastic dilation: 0.923 %
stored energy density: 0.3077 MJ/m3
stored energy per area: 30.77 mJ/m2
finite-strain thickness loss: 2.071 nm
loss after one shear time tau: 2.538 nm
loss after three tau: 2.884 nm
fully shear-relaxed loss: 3.000 nm
thickness relaxation time: 1.444 tau
rough yield stress: 50 MPa
e at yield: 1.62 %
e at full deprotection: 3.17 %
elastic stress at full deprotection: 97.6 MPa
clamped loss for nu=0.30: 1.857 nm
clamped loss for nu=0.40: 2.333 nm
resist thermal expansion: 70 ppm/K
silicon thermal expansion: 2.6 ppm/K
cooling interval: 90 K
thermal thickness loss: 1.283 nm
wafer thickness: 775 um
wafer biaxial modulus: 180 GPa
wafer surface contraction: 8.82e-08
thickness change from wafer strain: 9.50e-06 nm
tall free-sided wall factor: 1.3500
center loss, 50 nm stripe: 1.05 nm
center loss, 100 nm stripe: 1.50 nm
center loss, 200 nm stripe: 1.85 nm
center loss, 1000 nm stripe: 2.07 nm
mesh change, narrowest stripe: 0.06 %
tests ok
```
